# Magnetic dephasing of the Cooperon in a narrow wire, with flux cancellation

## 1. A walk that can be solved at sight

An electron wanders in a flat wire, $|y|<W/2$, in a weak perpendicular field $B$. Let it move by a simple rule. At every interval $\Delta$ it jumps straight across the wire to a random height $y_j$, uniformly distributed, and then steps along the wire by $s_ja$, with $s_j=\pm1$.

If the walk returns to its start, it encloses the signed area $\oint y\,dx=a\sum_j s_jy_j$, up to an overall sign. The same loop can be run backwards. Each direction acquires a magnetic phase of magnitude $(e/\hbar)B\times$area, with opposite signs, so the two amplitudes differ in phase by

$$\phi=\kappa a\sum_j s_jy_j,\qquad \kappa=\frac{2eB}{\hbar}.$$

The heights are symmetric about zero, so $s_jy_j$ is distributed like $y_j$ whatever the signs $s_j$ are. The condition that the walk returns in $x$ therefore does not alter the average. For $\kappa aW\ll1$ and $N=t/\Delta$ steps, $\langle y^2\rangle=W^2/12$ gives

$$\langle e^{i\phi}\rangle=\langle\cos\kappa ay\rangle^N\simeq\left(1-\frac{\kappa^2a^2W^2}{24}\right)^N\simeq e^{-\kappa^2a^2W^2N/24}.$$

Diffusion along the wire means $\langle x^2\rangle=Na^2=2Dt$. The average phase factor thus decays as $e^{-t/\tau_B}$ with

$$\frac1{\tau_B}=\frac{\kappa^2DW^2}{12}=\frac{e^2DW^2B^2}{3\hbar^2}.$$

A real electron does not jump freely across the wire. The next sections show when the result survives, and what happens when the mean free path exceeds $W$.

SI units are used, the natural ones for a formula without $c$; in Gaussian units $B$ is replaced by $B/c$. The electrons move in two dimensions with speed $v$ and Fermi wave number $k_F$. Impurities scatter isotropically with mean free time $\tau$, so $l=v\tau$ and $D=vl/2$. Spin-orbit and magnetic scattering are left out.

## 2. The Cooperon equation

The Cooperon $C(\mathbf r,\mathbf r')$ adds up diffusive paths from $\mathbf r'$ to $\mathbf r$, each weighted by the phase factor between the path and its time reverse. At $\mathbf r=\mathbf r'$ it measures the interference that enhances return, which is the source of weak localization.

Write $\mathbf a=(2e/\hbar)\mathbf A$, and let $K(\mathbf r,t)$ be the sum over paths of duration $t$. Reversing the charge or the field replaces $\mathbf a$ by $-\mathbf a$ and leaves the rates below unchanged. Add one small random step $\boldsymbol\xi$ of duration $\delta$, with $\langle\xi_i\rangle=0$ and $\langle\xi_i\xi_j\rangle=2D\delta\,\delta_{ij}$. Evaluating $\mathbf a$ at the middle of the step,

$$K(\mathbf r,t+\delta)=\left\langle e^{i\mathbf a(\mathbf r-\boldsymbol\xi/2)\cdot\boldsymbol\xi}\,K(\mathbf r-\boldsymbol\xi,t)\right\rangle .$$

To second order in $\boldsymbol\xi$ the two factors are

$$1+i\mathbf a\cdot\boldsymbol\xi-\tfrac i2\xi_i\xi_j\partial_ja_i-\tfrac12(\mathbf a\cdot\boldsymbol\xi)^2,\qquad K-\boldsymbol\xi\cdot\nabla K+\tfrac12\xi_i\xi_j\partial_i\partial_jK .$$

Multiplying, averaging and dividing by $\delta$ gives

$$\partial_tK=D\left[\nabla^2K-2i\mathbf a\cdot\nabla K-i(\nabla\cdot\mathbf a)K-a^2K\right]=D(\nabla-i\mathbf a)^2K .$$

Since $-i\nabla-\mathbf a=-i(\nabla-i\mathbf a)$, the right side equals $-D(-i\nabla-\mathbf a)^2K$. Other dephasing processes cut paths off as $e^{-t/\tau_\phi}$. Setting $C=\int_0^\infty dt\,e^{-t/\tau_\phi}K$, with $K$ a delta function at $t=0$, we obtain

$$\left[D\left(-i\nabla-\frac{2e}{\hbar}\mathbf A\right)^2+\frac1{\tau_\phi}\right]C(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r').$$

No path leaves through a wall, so the normal component of $(\nabla-i\mathbf a)C$ vanishes there. The equation needs $l\ll W$, because diffusion must already hold on the scale of the width.

## 3. Solution in the narrow wire

Take $\mathbf A=(By,0)$. Then $a_y=0$, and the wall condition is simply $\partial_yC=0$. For a dependence $e^{iQx}$ the transverse operator is

$$D\left[-\partial_y^2+(Q-\kappa y)^2\right].$$

Measuring $y$ in $\mathbf A$ from another origin $y_0$ turns $Q$ into $Q+\kappa y_0$. This relabels the modes and changes no physical result, because all $Q$ are summed.

Without field the transverse modes are $u_0=1/\sqrt W$ and $u_n=\sqrt{2/W}\cos[n\pi(y/W+\tfrac12)]$, with rates $Dn^2\pi^2/W^2$. The perturbation is $D(-2Q\kappa y+\kappa^2y^2)$. In the uniform mode $\langle y\rangle=0$ and $\langle y^2\rangle=W^2/12$, so to first order

$$E_0(Q)=DQ^2+\frac{\kappa^2DW^2}{12}.$$

The second term is the field dephasing rate. With $l_m^2=\hbar/(eB)$, so that $\kappa=2/l_m^2$,

$$\boxed{\frac1{\tau_B}=\frac{D}{12}\frac{4e^2B^2}{\hbar^2}W^2=\frac{e^2DW^2B^2}{3\hbar^2}=\frac{DW^2}{3l_m^4}}\qquad l\ll W\ll l_m .$$

Physically, a path crosses the width many times before it loses its phase, and so samples all heights evenly. That is why the free redrawing of $y$ in the opening walk gave the same answer.

### How narrow is narrow?

Second-order perturbation theory gives the leading error. Integrating by parts with $s=y/W+\tfrac12$,

$$\int_0^1(s-\tfrac12)\cos n\pi s\,ds=\frac{(-1)^n-1}{n^2\pi^2},\qquad \int_0^1(s-\tfrac12)^2\cos n\pi s\,ds=\frac{1+(-1)^n}{n^2\pi^2}.$$

Hence $\langle0|y|n\rangle=-2\sqrt2\,W/(n^2\pi^2)$ for odd $n$, and $\langle0|y^2|n\rangle=2\sqrt2\,W^2/(n^2\pi^2)$ for even $n\ge2$; the other elements with $n\ge1$ vanish. Squaring the couplings and dividing by $-Dn^2\pi^2/W^2$,

$$\delta E_0=-\frac{32D\kappa^2Q^2W^4}{\pi^6}\sum_{n\,\rm odd}\frac1{n^6}-\frac{8D\kappa^4W^6}{\pi^6}\sum_{n\,\rm even}\frac1{n^6}.$$

The sums are $\pi^6/960$ and $\pi^6/(64\cdot945)$. Therefore

$$\delta E_0=-DQ^2\,\frac{\kappa^2W^4}{30}-\frac{\kappa^2DW^2}{12}\,\frac{\kappa^2W^4}{630}.$$

Since $\kappa^2W^4=4(W/l_m)^4$, at $W=l_m$ these leading corrections lower the rate by 0.6% and the coefficient of $Q^2$ by 13%. Diffusion along the wire is thus the first to feel a finite width. Finite-difference eigenvalues confirm both coefficients: they give 0.00159 for the rate (at $\kappa W^2=1$) and 0.0333 for the $Q^2$ term (at $\kappa W^2=0.5$), against $1/630$ and $1/30$.

### The return function

The lowest mode contributes

$$C(\mathbf r,\mathbf r)=\frac1W\int\frac{dQ}{2\pi}\,\frac1{DQ^2+\Gamma}=\frac1{2W\sqrt{D\Gamma}},\qquad \Gamma=\frac1{\tau_\phi}+\frac1{\tau_B},$$

because $\int dQ/(DQ^2+\Gamma)=\pi/\sqrt{D\Gamma}$. The field multiplies this return weight by $(1+\tau_\phi/\tau_B)^{-1/2}$.

Higher modes add terms proportional to $1/n$. Their sum grows logarithmically and is cut off where diffusion ends, at lengths near $l$. These terms hardly depend on the field when $W\ll l_m$, and the lowest mode dominates the field dependence when also $W\ll L_\phi=\sqrt{D\tau_\phi}$.

A test with all modes of a discretized wire took $\kappa W^2=0.5$ and $W/L_\phi=0.1$. The field changed $D\,C$, averaged over the width, by $-2.141$; the formula gives $-2.153$. The reduced $Q^2$ coefficient accounts for this gap. It raises the term with field, $0.5/\sqrt{0.01+0.25/12}=2.85$, by the fraction $\tfrac12(0.25/30)=0.0042$, that is, by 0.012.

## 4. Why flux cancels when $l>W$

Now let the electron fly straight from wall to wall. The phase is still

$$\phi=\kappa\int y\,dx=\kappa\int y\,v_x\,dt,$$

but $y$ changes during a flight. On a straight crossing at angle $\theta$ to the wire, $dx=\cot\theta\,dy$, and

$$\int y\,dx=\cot\theta\int_{-W/2}^{W/2}y\,dy=0 .$$

The area gathered below the midline cancels the area gathered above it. A complete crossing adds no phase, however far it carries the electron along the wire. Only the incomplete pieces at the two ends of a flight, where an impurity interrupts a crossing, contribute. The piece from height $y_a$ to the upper wall gives $\tfrac12\cot\theta\,(W^2/4-y_a^2)$, which is at most $\tfrac18W^2\cot\theta$ for $0<\theta<\pi/2$ and does not grow with $l$ at fixed angle.

The diffusive formula misses this. It assigns to each flight a fixed height and a displacement of order $l$, hence an area of order $Wl$.

## 5. The rate for any ratio $l/W$

Assume specular walls and a field so weak that each flight acquires a small phase. Over many flights the total phase is then nearly Gaussian, $\langle e^{i\phi}\rangle\simeq e^{-\langle\phi^2\rangle/2}$, and

$$\frac1{\tau_B}=\lim_{t\to\infty}\frac{\langle\phi^2\rangle}{2t}=\kappa^2\int_0^\infty dt\,\langle y(0)v_x(0)\,y(t)v_x(t)\rangle .$$

Reflection $y\to-y$ makes the correlation between $\phi$ and the displacement $x$ vanish, so in this approximation the condition of return does not alter the rate.

**Time correlation.** Isotropic scattering leaves $v_x$ with zero mean, so only an unscattered flight contributes, with probability $e^{-t/\tau}$. Specular reflection conserves $v_x$ and reverses $v_y$. Unfold the motion onto a circle of length $2W$ with coordinate $s$, traversed at speed $|v_y|$. The height is a triangle wave, $y=s-W/2$ on the way up and $y=3W/2-s$ on the way down. The first integral of Section 3 gives its Fourier series,

$$y(s)=-\sum_{n\,\rm odd}\frac{4W}{n^2\pi^2}\cos\frac{n\pi s}{W}.$$

Averaging over a uniform starting point halves each squared amplitude:

$$\langle y(0)y(t)\rangle=\sum_{n\,\rm odd}\frac{8W^2}{\pi^4n^4}\cos\frac{n\pi v_yt}{W}.$$

**Time integral.** With $v_y=v\sin\theta$ and $a_n=n\pi l/W$,

$$\int_0^\infty e^{-t/\tau}\cos\frac{n\pi v_yt}{W}\,dt=\frac{\tau}{1+a_n^2\sin^2\theta}.$$

**Angular average.** The factor $v_x^2=v^2\cos^2\theta$ remains. Write $a^2\cos^2\theta=(1+a^2)-(1+a^2\sin^2\theta)$. The substitution $u=\tan\theta$ gives $\langle(1+a^2\sin^2\theta)^{-1}\rangle=1/\sqrt{1+a^2}$. Hence

$$\left\langle\frac{\cos^2\theta}{1+a^2\sin^2\theta}\right\rangle=\frac{\sqrt{1+a^2}-1}{a^2}=\frac1{1+\sqrt{1+a^2}} .$$

Collecting factors and using $v^2\tau=2D$,

$$\frac1{\tau_B}=\frac{DW^2}{3l_m^4}\,F,\qquad F=\sum_{n\,\rm odd}\frac{96}{\pi^4n^4}\,\frac{2}{1+\sqrt{1+(n\pi l/W)^2}} .$$

### Short mean free path

Since $\sum_{n\,\rm odd}n^{-4}=\pi^4/96$, $F\to1$ and the diffusive result returns. For small $a$ the last fraction is $1-a^2/4$, and $\sum_{n\,\rm odd}n^{-2}=\pi^2/8$ gives

$$F\simeq1-3(l/W)^2 .$$

### Long mean free path

For $l\gg W$ the last fraction tends to $2W/(n\pi l)$. With $\sum_{n\,\rm odd}n^{-5}=\tfrac{31}{32}\zeta(5)$ and $D=vl/2$,

$$F\to\frac{186\,\zeta(5)}{\pi^5}\frac Wl,\qquad \frac1{\tau_B}\to\frac{31\,\zeta(5)}{\pi^5}\,\frac{vW^3}{l_m^4}\simeq0.105\,\frac{vW^3}{l_m^4}.$$

The mean free path has dropped out. Flights within an angle of order $W/l$ of the wire axis often fail to complete a crossing. They are a fraction of order $W/l$ of all flights, and each carries a phase of order $\kappa Wl$. Their mean squared phase per flight is of order $\kappa^2W^3l$; division by $\tau=l/v$ leaves $\kappa^2vW^3$. At angles of order one the contribution per flight is of order $\kappa^2W^4$, smaller by $W/l$.

The coefficient belongs to specular walls. A straight crossing has zero area whatever the wall does afterwards. But specular reflection preserves $v_x$ and so correlates the incomplete pieces at the two ends of a flight. Diffuse reflection removes this correlation, and its coefficient is not computed here.

### A control on the explanation

Suppose $y$ is held at its starting value during each flight. The correlation becomes $e^{-t/\tau}(v^2/2)(W^2/12)$, and its integral gives $\kappa^2DW^2/12$, the diffusive formula, for any $l/W$. Random trajectories at $l/W=5$ test this. With the true motion, $F=0.118$; with $y$ frozen in the phase, the factor is 0.997. The transverse motion within a flight causes the reduction.

## 6. Where the weak-field law stops

The expansion requires the phase of a grazing flight to be small, $Wl\ll l_m^2$. For $l\gg W$ this is stricter than $W\ll l_m$. To see the failure, use the transport Cooperon equation, which keeps the direction of flight $\theta$. For a function $f(y,\theta,t)$ uniform along the wire it reads

$$\partial_tf=-v_y\partial_yf+i\kappa yv_xf-\frac{f-\langle f\rangle_\theta}{\tau},$$

with specular reflection at the walls. Its slowest decay rate, called the transport eigenvalue below, is found without expanding in the field. At $l/W=10$ it gives:

| $Wl/l_m^2$ | rate / weak-field law |
|---:|---:|
| 0.1 | 0.998 |
| 1.0 | 0.866 |
| 3.0 | 0.516 |

The direction is understandable: since $1-\cos\phi\le\phi^2/2$, a flight with a large phase destroys less coherence than the quadratic law charges to it.

Two further conditions concern the classical straight paths. Transverse quantization spaces the allowed small angles by $\pi/(k_FW)$, so about $k_FW^2/(\pi l)$ of them lie within the grazing range $W/l$. The weight $1/(1+a_1^2\sin^2\theta)$ of Section 5 already falls to half at $\theta\simeq W/(\pi l)$, a range that holds only about $k_FW^2/(\pi^2l)$ allowed angles. Classical paths need this smaller number to be large, hence $k_FW^2\gg\pi^2l$. The field also bends the orbits with radius $k_Fl_m^2$, displacing a path of length $l$ sideways by about $l^2/(k_Fl_m^2)$. Relative to $W$ this is

$$\frac{l^2}{Wk_Fl_m^2}=\frac{Wl}{l_m^2}\,\frac{l}{k_FW^2},$$

a product of two small numbers, so bending is negligible when the other two conditions hold.

## 7. Two wires in numbers

Both wires have the round model parameters $W=400$ nm, $v=2.0\times10^5$ m/s and $k_F=2.0\times10^8$ m$^{-1}$.

**Short mean free path.** Let $l=40$ nm, $B=1.0$ mT and $\tau_\phi=2.0$ ns. Then

$$D=\tfrac12(2.0\times10^5)(40\times10^{-9})=0.0040\ {\rm m^2/s},$$

and $l_m=811$ nm. The diffusive formula gives

$$\frac1{\tau_B}=\frac{0.0040\,(400\times10^{-9})^2}{3\,(811\times10^{-9})^4}=4.9\times10^8\ {\rm s^{-1}},$$

or $\tau_B=2.03$ ns. Including $F$ lowers the rate to $4.8\times10^8$ s$^{-1}$, in agreement with the transport eigenvalue. The width is small enough: $W/l_m=0.49$, and with $L_\phi=2.83$ μm, $W/L_\phi=0.14$.

Another condition fails, however. Weak localization must be a small correction. For spin-degenerate electrons the classical conductivity is $(e^2/h)k_Fl$, and without field the interference lowers it by $(2e^2/h)L_\phi/W$ to first order. The ratio $2L_\phi/(k_FlW)$ is 1.8 here, so a real wire with these parameters would tend to strong localization. The numbers for this wire therefore illustrate the formulas and do not predict a measured magnetoresistance.

In the diffusive formula the return weight of the lowest mode falls to $(1+2.0/2.03)^{-1/2}=0.71$ of its zero-field value. Setting $\tau_B=\tau_\phi$ gives

$$B=\frac{\sqrt3\,\hbar}{eWL_\phi}=1.01\ {\rm mT}=10.1\ {\rm gauss}.$$

At this field the flux through an area $WL_\phi$ is $\sqrt3\,\hbar/e$.

**Long mean free path.** Let $l=2000$ nm and $B=0.1$ mT. Now $D=0.200$ m$^2$/s and $l_m=2566$ nm. The field is weak enough, $Wl/l_m^2=0.12$, and the bending ratio is 0.008. The condition on transverse quantization is not well met: $k_FW^2/l=16$ leaves only about $16/\pi^2=1.6$ allowed angles within $W/(\pi l)$, the range that supplies about half of the classical rate. The numbers below therefore compare the formulas within the classical model; for a wire with this $k_F$, sizeable corrections from quantization must be expected. Weak localization is not a small correction here either. The rate found below means $\tau_B\simeq34$ ns, and the field competes with other dephasing only if $\tau_\phi$ is of this size. For $\tau_\phi=34$ ns, $L_\phi\simeq83$ μm and $2L_\phi/(k_FlW)\simeq1.0$, so these numbers too do not predict a measured magnetoresistance. The classical rates are:

- diffusive formula, outside its range: $2.46\times10^8$ s$^{-1}$
- formula with $F$: $2.91\times10^7$ s$^{-1}$
- transport eigenvalue: $2.91\times10^7$ s$^{-1}$
- limit $l\gg W$: $3.10\times10^7$ s$^{-1}$

Within the classical model, ignoring flux cancellation overestimates the rate by a factor of 8.5. The formula with $F$ lies about 6% below its limit because $l/W$ is only 5. The next term of the expansion, $2/(1+\sqrt{1+a^2})\simeq(2/a)(1-1/a)$, gives a relative correction of about $-W/(\pi l)=-0.06$, which accounts for the difference.

## Computed values

```
DIFFUSIVE TESTS (dimensionless)
kappa W^2 = 1.0: level / first-order = 0.99841
rate correction coefficient: 0.001593 (1/630 = 0.001587)
stiffness correction coefficient: 0.03326 (1/30 = 0.03333)
return function test: kappa W^2 = 0.5, W/L_phi = 0.10
  change times D, all modes: -2.1410
  change times D, formula:   -2.1525
FACTOR F: l/W, transport eigenvalue, series
    0.02  0.99816  0.99883
    0.10  0.97351  0.97407
    1.00  0.46111  0.46128
    5.00  0.11825  0.11830
   20.00  0.03100  0.03102
clean coefficient 31 zeta(5)/pi^5 = 0.10504 = 1/9.520
l/W = 20: eigenvalue / clean limit = 0.9838
BREAKDOWN, l/W = 10: W l/l_m^2, true rate / quadratic law
  0.1  0.9982
  1.0  0.8656
  3.0  0.5159
TRAJECTORIES, l/W = 5: F = 0.1183, with y frozen = 0.9966
WIRES: common parameters
W = 400 nm, v = 2.0e+05 m/s, k_F = 2.0e+08 1/m
WIRE 1: l = 40 nm, B = 1.0 mT, tau_phi = 2.0 ns
D = 0.0040 m^2/s, k_F l = 8.0
l_m = 811.3 nm, W/l_m = 0.493
L_phi = 2828 nm, W/L_phi = 0.141
1/tau_B diffusive formula = 4.9241e+08 1/s
tau_B = 2.031 ns
1/tau_B with F            = 4.7964e+08 1/s
1/tau_B eigenvalue        = 4.7938e+08 1/s
return weight with field / without = 0.7098
field where tau_B = tau_phi: 1.0077 mT = 10.077 gauss
WIRE 2: l = 2000 nm, B = 0.1 mT
D = 0.200 m^2/s, l_m = 2566 nm, l/W = 5.0
W l/l_m^2 = 0.1215, k_F W^2/l = 16.0
orbit bending l^2/(W k_F l_m^2) = 0.0076
1/tau_B diffusive formula = 2.4621e+08 1/s (not valid here)
1/tau_B with F            = 2.9127e+07 1/s
1/tau_B eigenvalue        = 2.9053e+07 1/s
1/tau_B clean limit       = 3.1034e+07 1/s
diffusive formula / rate with F = 8.453
```
